\section*{Image-force lowering of the oxide barrier under a plasma-charged gate}

\section*{Problem}

During plasma processing, a metal gate on a silicon dioxide film collects negative charge until the field in the oxide has magnitude $F=10$ MV/cm. The field drives electrons out of the gate and into the oxide. The film is $L=5.0$ nm thick, and the wafer is at 350 K. Before any image force is counted, the conduction band edge of the oxide at the interface lies $\Phi=3.2$ eV above the Fermi level of the gate. The optical relative permittivity of the oxide is $\varepsilon=2.15$.

Take the gate as a flat, perfect conductor filling $x<0$, and the oxide as a uniform continuum filling $x>0$. The elementary charge $e$ is positive, so the electron has charge $-e$.

\begin{enumerate}
\item[(a)] Find the force on an electron at distance $x$ from the gate due to the charge it induces there, and the corresponding potential energy.
\item[(b)] Find the position of the barrier top and the amount $\Delta\phi$ by which it lies below $\Phi$. Evaluate both.
\item[(c)] Is the optical permittivity the right one? What would the static value, roughly 3.9, give? Which value fixes the charge on the gate?
\item[(d)] Does the current at this field pass over the lowered barrier or through it? Use a tunnelling mass $m^*=0.42\,m_e$, a rough value.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Write the potential of the electron as a sum of terms $J_0(k\rho)\,e^{-k|x-a|}$, where $a$ is its distance from the gate and $\rho$ the distance from the normal through it. Each $k$ can be matched at the interface separately. Keep the permittivity $\varepsilon_s$ of the electrode general and let it go to infinity at the end. To get the energy, integrate the force; the induced charge changes as the electron moves.
\item[(b)] The applied field and the image force pull in opposite directions. The top is where they balance.
\item[(c)] Compare the time the electron needs to cover the distance to the barrier top with the period of a lattice vibration.
\item[(d)] Use one formula for both currents: the supply of electrons at each energy of motion along $x$, times the probability of transmission.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Force and energy}

Let the electron sit at $x=a$, $\rho=0$. In an unbounded oxide its potential is $-e/(4\pi\varepsilon_0\varepsilon R)$, with
\begin{equation}
\frac1R=\int_0^\infty J_0(k\rho)\,e^{-k|x-a|}\,dk .
\end{equation}
On the axis, where $J_0(0)=1$, the integral is $1/|x-a|$, as it should be. Away from the charge both sides are axially symmetric solutions of Laplace's equation, and such a solution is fixed by its values on the axis, so they agree everywhere.

The interface adds a potential that decays away from it. With the common factor $-e/(4\pi\varepsilon_0\varepsilon)$ taken out, the amplitude at wavenumber $k$ is
\begin{align}
x>0:&\quad e^{-k|x-a|}+B\,e^{-kx}, &
x<0:&\quad A\,e^{kx}.
\end{align}
Continuity of the potential at $x=0$ requires $e^{-ka}+B=A$. Just inside the oxide $|x-a|=a-x$, so the first term has slope $+k e^{-ka}$. Continuity of the normal displacement then requires
\begin{equation}
\varepsilon\left(e^{-ka}-B\right)=\varepsilon_s A=\varepsilon_s\left(e^{-ka}+B\right).
\end{equation}
Collecting the terms in $B$ gives
\begin{equation}
B=-r\,e^{-ka},\qquad r=\frac{\varepsilon_s-\varepsilon}{\varepsilon_s+\varepsilon}.
\label{eq:r}
\end{equation}
The induced potential on the axis is therefore
\begin{equation}
\varphi_{\rm ind}(x)=\frac{re}{4\pi\varepsilon_0\varepsilon}\int_0^\infty e^{-k(x+a)}dk=\frac{re}{4\pi\varepsilon_0\varepsilon\,(x+a)} ,
\end{equation}
which is the potential of a charge $+re$ at $x=-a$. A perfect conductor is the limit $\varepsilon_s\to\infty$, in which $r=1$ and $A=0$: no field enters the metal.

The force on a charge $-e$ is $+e\,\partial_x\varphi_{\rm ind}$. The derivative is taken with $a$ fixed, and then $x=a$ is set. For $r=1$,
\begin{equation}
f(a)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon\,(2a)^2}=-\frac{e^2}{16\pi\varepsilon_0\varepsilon\,a^2}.
\end{equation}
The minus sign means attraction to the gate. With zero energy at infinity,
\begin{equation}
U(x)=-\int_\infty^x f(a)\,da=-\frac{C}{x},\qquad C=\frac{e^2}{16\pi\varepsilon_0\varepsilon}.
\label{eq:U}
\end{equation}
Two fixed charges $-e$ and $+e$ a distance $2x$ apart would have energy $-e^2/(8\pi\varepsilon_0\varepsilon x)$, twice this. The factor of one half arises because the induced charge is built up as the electron approaches.

\subsection*{(b) The barrier top}

The applied field exerts a force $+eF$ on the electron and contributes $-eFx$ to its energy. The barrier is
\begin{equation}
V(x)=\Phi-eFx-\frac{C}{x}.
\label{eq:V}
\end{equation}
Its derivative, $V'=-eF+C/x^2$, vanishes at
\begin{equation}
x_m=\sqrt{\frac{C}{eF}}=\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon F}},
\end{equation}
and $V''=-2C/x^3<0$ shows that this is a maximum. Since $C=eFx_m^2$, the image term at the top, $C/x_m$, equals the field term $eFx_m$. The lowering is their sum:
\begin{equation}
\Delta\phi=\Phi-V(x_m)=2eFx_m=2\sqrt{eFC}=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon}} .
\label{eq:main}
\end{equation}

For numbers, let $K=e/(4\pi\varepsilon_0)=1.43996$ V\,nm and write the field as $F=1.000$ V/nm. Then
\begin{align}
\frac{\Delta\phi}{e}&=\sqrt{\frac{KF}{\varepsilon}}=\sqrt{\frac{1.43996\times1.000}{2.15}}\ \text{V}=\sqrt{0.66975}\ \text{V}=0.818\ \text{V},\\
x_m&=\frac{\Delta\phi}{2eF}=\frac{0.818}{2\times1.000}\ \text{nm}=0.41\ \text{nm}.
\end{align}
The lowering is thus $\Delta\phi\approx0.82$ eV, half from the field and half from the image, and the top falls from 3.20 to 2.38 eV above the Fermi level. As a test that does not use \eqref{eq:main}, the two matching conditions were solved numerically, the force was integrated and the maximum was searched for. This gave 0.8184 eV at 0.4092 nm, in agreement with the formulas.

The lowering grows as $\sqrt F$. At 1 MV/cm it is 0.26 eV, and the top moves out by a factor $\sqrt{10}$ to 1.3 nm. As $F\to0$ the lowering vanishes and the top recedes to infinity. In the other direction, the top would reach the Fermi level when $KF/\varepsilon=(\Phi/e)^2$, that is, at
\begin{equation}
F=\frac{2.15\times3.2^2}{1.44}\ \text{V/nm}\approx15\ \text{V/nm},
\end{equation}
fifteen times the present field. The barrier is lowered here, but far from removed.

\subsection*{(c) Which permittivity?}

The permittivity in \eqref{eq:main} describes how the oxide responds to the moving electron. The electron cloud of the oxide responds within about $\hbar/(9\ \text{eV})\approx0.07$ fs, where 9 eV is a rough value for the band gap. This is short on the scale of the motion, whereas the ions need a time set by their vibrations. A thermal speed $\sqrt{k_BT/m^*}$ at 350 K gives a transit time over $x_m$ of 3.6 fs. A lattice mode of energy 0.15 eV, a rough value for the oxide, has a period of 27.6 fs. The transit takes about one eighth of a period. On the footing used for the electrons, the response time of the mode is $1/\omega=\hbar/(0.15\ \text{eV})\approx4.4$ fs, so a transit time $\tau=3.6$ fs gives $\omega\tau\approx0.8$; a mode driven by a suddenly applied force reaches $1-\cos\omega\tau\approx0.3$ of its static displacement in that time. The ions thus respond incompletely, which favours the optical value, but the times are not cleanly separated. For an electron that passes over the top, the thermal speed overestimates the time: between the gate and the top the potential energy is lower, so the electron moves faster there. With an energy $k_BT$ above the top it classically needs only about 1.1 fs, so $\omega\tau\approx0.25$ and the optical value is well justified. For an electron that tunnels at the Fermi level, as in part (d), the semiclassical time $\int_{x_1}^{x_2}\sqrt{m^*/[2(V-E)]}\,dx$ through the whole barrier is about 4.0 fs, comparable with $1/\omega$, so for tunnelling the lattice responds in part and the optical value is less secure. If the lattice responded completely, the static value would apply:
\begin{equation}
\Delta\phi_{\rm static}=0.818\,\sqrt{\frac{2.15}{3.9}}\ \text{eV}=0.61\ \text{eV}.
\end{equation}
The values 0.82 and 0.61 eV correspond to no lattice response and to full lattice response.

The charge on the gate is another matter. It builds up slowly compared with lattice vibrations, so the ions follow it. By Gauss's law its magnitude per area is
\begin{equation}
\sigma=\varepsilon_0\,\varepsilon_{\rm static}F=3.45\ \mu\text{C/cm}^2 .
\end{equation}
The same problem therefore contains both permittivities. The field $F$ is the actual field in the oxide and must not be divided by a permittivity again.

\subsection*{(d) Over the barrier or through it?}

Let $E$ be the energy of motion along $x$ in the gate, measured from the Fermi level, and $W$ the energy of motion parallel to the surface. Treat the gate as a free-electron metal. With two spin states per phase-space volume $h^3$, the current density is
\begin{equation}
J=\frac{2e}{h^3}\int v_x\,dp_x\int d^2p_\parallel\;\frac{D(E)}{1+e^{(E+W)/k_BT}},
\end{equation}
where $D(E)$ is the transmission probability, assumed independent of $W$. Here $v_x\,dp_x=dE$ and $d^2p_\parallel=2\pi m_e\,dW$. The integral over $W$ from zero to infinity gives $k_BT\ln(1+e^{-E/k_BT})$, so
\begin{equation}
J=\frac{4\pi m_e e\,k_BT}{h^3}\int D(E)\,\ln\!\left(1+e^{-E/k_BT}\right)dE .
\label{eq:J}
\end{equation}

\emph{Over the top.} Set $D=1$ above $E_t=\Phi-\Delta\phi=2.382$ eV. Since $E_t\gg k_BT=0.03016$ eV, the logarithm reduces to $e^{-E/k_BT}$, and
\begin{equation}
J_{\rm th}=\frac{4\pi m_e e\,(k_BT)^2}{h^3}\,e^{-E_t/k_BT}=7.5\times10^{-28}\ \text{A/cm}^2 .
\end{equation}
The lowering has multiplied this current by $e^{0.818/0.03016}\approx6\times10^{11}$, and it is still negligible.

\emph{Through the barrier.} In the WKB approximation $D=e^{-G}$, with
\begin{equation}
G(E)=\frac{2\sqrt{2m^*}}{\hbar}\int_{x_1}^{x_2}\sqrt{V(x)-E}\;dx ,
\end{equation}
where $x_1$ and $x_2$ are the points at which $V=E$. Without the image term the barrier is a triangle. For an electron at the Fermi level it ends at $x_2=\Phi/(eF)$, and
\begin{equation}
\int_0^{\Phi/eF}\!\!\sqrt{\Phi-eFx}\,dx=\frac{2\Phi^{3/2}}{3eF}
\quad\Rightarrow\quad
G_\triangle=\frac{4\sqrt{2m^*}}{3\hbar}\,\frac{\Phi^{3/2}}{eF}=25.34 .
\end{equation}
With the image term, numerical integration gives $G=22.88$. The electron then emerges at 3.15 nm, inside the 5 nm film. Integrating \eqref{eq:J} over energies up to the barrier top yields
\begin{equation}
J_{\rm tun}=1.6\times10^{-2}\ \text{A/cm}^2 ,
\end{equation}
about $2\times10^{25}$ times the thermionic current. The electrons go through the barrier. If the momentum parallel to the surface is conserved and the oxide mass is $m^*$ in all directions, $D$ falls with $W$, and $J_{\rm tun}$ is smaller by a factor of about $m^*/m_e=0.42$. This effect and errors in the mass or in the WKB prefactor change $J_{\rm tun}$ considerably, but they cannot plausibly make up 25 powers of ten.

The image force still matters. Without it, at the same field, barrier and temperature, the tunnel current would be $1.4\times10^{-3}$ A/cm$^2$, smaller by a factor of 11. This factor is sensitive to the model, because the inner turning point lies at only 0.05 nm: with the static permittivity in the image term it is about 4, and with the image plane placed 0.1 nm inside the gate it is about 5. This gain must not be estimated by lowering the whole triangle by $\Delta\phi$, which would give
\begin{equation}
G=25.34\left(\frac{2.382}{3.20}\right)^{3/2}=16.27
\end{equation}
and a transmission too large by $e^{22.88-16.27}\approx740$. The reason can be read from \eqref{eq:V}. The image term $C/x$ falls below $\Delta\phi=2C/x_m$ as soon as $x>x_m/2\approx0.2$ nm. Over nearly all of the 3.15 nm path, the true barrier is therefore higher than the shifted triangle.

\subsection*{The numbers and the real case}

The barrier and mass are rough values for aluminium on thermally grown oxide. A field of 10 MV/cm is high, of the order of the breakdown field of such an oxide. If the oxide tolerates roughly 10 C/cm$^2$ of injected charge, and the current stays constant, it lasts $10/0.016\approx600$ s; this is an order of magnitude at best. The plasma must also keep supplying the current that leaks away. If the supply stopped, a leakage held at its initial rate would remove the gate charge in $\sigma/J_{\rm tun}=3.45\times10^{-6}/(1.6\times10^{-2})\ \text{s}\approx0.2$ ms. In fact the field falls as charge leaves, the exponent $G$ grows roughly as $1/F$, and the current drops steeply, so only a small part of the charge is lost in that time and the rest leaks away much more slowly. Real films contain trapped charge, which makes the field non-uniform. Because $\Delta\phi\propto\sqrt F$, a 10\% change in the field near the gate shifts the lowering by about 5\%, or 0.04 eV. The continuum picture is itself stretched: $x_m$ is 2.6 times a rough Si--O bond length of 0.16 nm. Moving the image plane by a distance $d$ relative to the interface shifts the lowering by $eFd$, which is 0.1 eV for $d=0.1$ nm at this field. The value 0.82 eV thus belongs to the model; for a particular gate even its first decimal is uncertain.

\section*{Variation 1: electrons injected from silicon}

\emph{Reverse the polarity, so that electrons enter the oxide from the silicon side. Keep $F$ and $\varepsilon$ fixed, and treat the silicon as a dielectric with $\varepsilon_s=11.7$, a rough value. What is the lowering?}

The induced charge is now smaller by the factor $r$ of \eqref{eq:r}:
\begin{equation}
r=\frac{11.7-2.15}{11.7+2.15}=0.6895 .
\end{equation}
The force and the image energy are both proportional to $r$, so $C$ is replaced by $rC$. Since $\Delta\phi=2\sqrt{eFC}$, the lowering is multiplied by $\sqrt r$:
\begin{equation}
\Delta\phi_{\rm Si}=\sqrt{0.6895}\times0.818\ \text{eV}=0.68\ \text{eV}.
\end{equation}
The top also moves closer to the interface by the same factor, to 0.34 nm. The numerical matching with $\varepsilon_s=11.7$ gives the same 0.68 eV. Free carriers in the silicon are left out here, yet at this field its surface must hold $\sigma/e\approx2\times10^{13}$ electrons per cm$^2$. If they screened perfectly at the interface, $r$ would return to 1 and the lowering to 0.82 eV. Their real screening is partial, so with the optical permittivity of the oxide the lowering lies between these two values. For $\varepsilon_s=\varepsilon$ there would be no image force and no lowering, and for $\varepsilon_s<\varepsilon$ the electron would be repelled.

\section*{Variation 2: the second electrode}

\emph{The film is 5.0 nm thick, and its far side is also an electrode. Treat both as perfect conductors. How much does the second one change the lowering?}

An electron at $x$ between conducting planes at $0$ and $L$ is reflected repeatedly. Its images are charges $-e$ at $2nL+x$ with $n\neq0$, and charges $+e$ at $2nL-x$ with $n$ any integer. The former lie at distances $2|n|L$ from the electron. The latter lie at distance $2x$ for $n=0$, and at $2nL-2x$ and $2nL+2x$ for the pairs $\pm n$. The induced potential is proportional to the electron's charge, so the energy again carries a factor of one half:
\begin{align}
U&=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\left[-\frac1{2x}+\sum_{n=1}^\infty\left(\frac{1}{nL}-\frac{1}{2(nL-x)}-\frac{1}{2(nL+x)}\right)\right]\notag\\
&=-\frac Cx-\frac{e^2}{8\pi\varepsilon_0\varepsilon}\sum_{n=1}^\infty\frac{x^2}{nL\,(n^2L^2-x^2)} .
\end{align}
The second line follows because the last two fractions add up to $nL/(n^2L^2-x^2)$. For $x\ll L$ the sum is approximately $(x^2/L^3)\sum n^{-3}=1.202\,x^2/L^3$.

This is a small correction to a function at its maximum. To first order, the shift of the maximum does not matter, and the correction can be evaluated at the old $x_m$:
\begin{equation}
\delta(\Delta\phi)\approx\frac{eK}{2\varepsilon}\,\frac{1.202\,x_m^2}{L^3}
=\frac{1.440}{4.30}\times\frac{1.202\times0.1674}{125}\ \text{eV}\approx0.0005\ \text{eV}.
\end{equation}
A numerical search for the maximum with both electrodes present gives 0.00054 eV. The second electrode adds to the lowering, because it too attracts the electron, but at 10 MV/cm the effect is less than 0.1\% of $\Delta\phi$. The tunnel current of part (d) is more sensitive, because the electron's path reaches further towards the second electrode. At the Fermi level $G$ falls from 22.88 to 22.61, which raises the transmission by about 30\%.

The correction to $\Delta\phi$ gains weight at low field. With $L$ fixed, the correction grows as $x_m^2\propto1/F$ while $\Delta\phi$ falls as $\sqrt F$, so their ratio grows as $F^{-3/2}$ as long as $x_m$ is much smaller than $L$. At 1 MV/cm it is about 2\%. At the field where the single-electrode formula puts $x_m$ at $L/2$, the lowering with both electrodes is about 14\% larger than \eqref{eq:main} gives.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Oxide field: 10.0 MV/cm
Oxide field in handy units: 1.000 V/nm
Optical relative permittivity: 2.15
K = e/(4 pi eps0): 1.43996 V nm
K*F/eps: 0.66975 V^2
Barrier lowering, formula: 0.8184 eV
Barrier lowering, matched fields: 0.8184 eV
Distance of barrier top, formula: 0.4092 nm
Distance of barrier top, matched fields: 0.4092 nm
Field part of lowering: 0.4092 eV
Image part of lowering: 0.4092 eV
Lowering at one tenth of the field: 0.2588 eV
Silicon relative permittivity (rough): 11.7
Image factor r for silicon: 0.6895
Lowering with silicon electrode: 0.6796 eV
Oxide thickness: 5.0 nm
Voltage across oxide: 5.00 V
Extra lowering from second electrode: 0.00054 eV
Static relative permittivity (rough): 3.9
Lowering if static value were used: 0.6076 eV
Electrode charge density: 3.45 uC/cm2
Wafer temperature: 350 K
Thermal energy kT: 0.03016 eV
Tunnelling mass (rough): 0.42 electron masses
Thermal transit time over x_m: 3.6 fs
Lattice mode energy (rough): 0.15 eV
Lattice mode period: 27.6 fs
Si-O bond length (rough): 0.16 nm
x_m divided by bond length: 2.6
Barrier before lowering (rough): 3.20 eV
Barrier top after lowering: 2.382 eV
Tunnel exit distance at Fermi level: 3.15 nm
WKB exponent, triangle without image: 25.34
WKB exponent, with image force: 22.88
WKB exponent, triangle lowered by full amount: 16.27
Tunnel current density, with image: 1.6e-02 A/cm2
Tunnel current density, no image: 1.4e-03 A/cm2
Image-force gain in tunnel current: 11.4
Thermionic current density: 7.5e-28 A/cm2
Tunnel/thermionic ratio: 2e+25
Charge to breakdown (rough): 10 C/cm2
Time to breakdown (order only): 6e+02 s
\end{verbatim}
